# Finite Permittivity Step for Polarization Coupled to a Squared Nonpolar Order Parameter

## Definitions and conventions

Let $P$ be the polarization along one axis and $E$ the macroscopic field inside the material. With $D=\varepsilon_0E+P$, the differential susceptibility and relative permittivity are
$$\chi=\frac{\partial P}{\partial E},\qquad \varepsilon_r=1+\frac{\chi}{\varepsilon_0}.$$
Here $\chi$ includes the factor $\varepsilon_0$. Energies are per volume. Energy density is given in J/cm³, field in MV/cm and polarization in µC/cm²; the product of the last two units is 1 J/cm³. Amplitudes of the nonpolar order parameter are dimensionless.

Take a nonpolar parent phase in which some symmetry operation reverses $P$. A single real component $q$ then cannot supply the coupling $Pq^2$: the operation can at most change the sign of $q$, so it leaves $q^2$ alone and reverses $Pq^2$. At least two components are needed. The model here uses a degenerate pair $(q_1,q_2)$, whose components share one instability temperature. Suppose that one operation sends $(q_1,q_2,P)$ to $(q_2,-q_1,-P)$ and another reverses $q_2$ alone. Then $P(q_1^2-q_2^2)$ is invariant, because both factors change sign under the first operation and neither does under the second.

Write $u=q_1^2$, $v=q_2^2$ and $s=u+v$, with $u,v\ge0$. The model is
$$F=\frac{\alpha s}{2}+\frac{bs^2}{4}+\frac{cuv}{2}+\frac{ds^3}{6}+\frac{P^2}{2\kappa}-gP(u-v)-EP,$$
with $\alpha=a(T-T_0)$ and $a,d,g,\kappa>0$. The background susceptibility $\kappa=\varepsilon_0\chi_0$ is independent of temperature: $P$ has no instability of its own. The coefficients belong to one fixed mechanical condition. The state is uniform, in equilibrium and in a single domain, and fluctuations are neglected until they are estimated below.

Two combinations will decide the behaviour:
$$b'=b-2\kappa g^2,\qquad c'=c+4\kappa g^2.$$
For $b'>0$ and $c'>0$, the zero-field susceptibility is $\kappa$ above $T_0$ and rises on cooling through $T_0$ by
$$\Delta\chi=\frac{2\kappa^2g^2}{b'}.$$

## First derivation: the equation of state

**Eliminating the polarization.** Setting $\partial F/\partial P=0$ gives
$$P=\kappa\,[E+g(u-v)].$$
Inserted in $F$, the three terms containing $P$ become $-\kappa[E+g(u-v)]^2/2$. Expanding the square and using $(u-v)^2=s^2-4uv$ gives
$$-\frac{\kappa E^2}{2}-\kappa gE(u-v)-\frac{\kappa g^2s^2}{2}+2\kappa g^2uv.$$
The $s^2$ term changes $b/4$ to $b'/4$, and the $uv$ term changes $c/2$ to $c'/2$. Hence
$$F=\frac{\alpha s}{2}+\frac{b's^2}{4}+\frac{c'uv}{2}+\frac{ds^3}{6}-\kappa gE(u-v)-\frac{\kappa E^2}{2}.$$
The relaxation of $P$ lowers the quartic stiffness when only one component is present, but it leaves the coefficient $\alpha$ unchanged. The transition is driven by $q$ alone.

**Selecting the phase.** At $E=0$ and fixed $s$, a positive $c'$ makes $uv=0$ the lowest choice. The ordered phase has either $v=0$ and $P>0$, or $u=0$ and $P<0$. These are the two polar domains, with equal susceptibilities by symmetry. Take the first.

Above $T_0$ all terms in $s$ are positive, so $u=v=0$ and $P=\kappa E$ for a sufficiently small field. Thus $\chi=\kappa$. Below $T_0$, differentiating $F$ with respect to $u$ at $v=0$ and multiplying by two gives
$$\alpha+b'u+du^2=2\kappa gE.$$
The second component stays at zero: with this equation of state,
$$\left.\frac{\partial F}{\partial v}\right|_{v=0}=\frac{c'u}{2}+2\kappa gE,$$
which is positive for a small field of either sign.

**Differentiating.** At fixed temperature, the equation of state gives
$$(b'+2du)\frac{\partial u}{\partial E}=2\kappa g.$$
Since $P=\kappa(E+gu)$,
$$\chi=\kappa+\kappa g\frac{\partial u}{\partial E}=\kappa+\frac{2\kappa^2g^2}{b'+2du}.$$
At $E=0$ the positive solution is
$$u=\frac{-b'+\sqrt{b'^2-4d\alpha}}{2d},$$
so $b'+2du$ equals the square root and
$$\chi(T<T_0)=\kappa+\frac{2\kappa^2g^2}{\sqrt{b'^2-4da(T-T_0)}}.$$
As $T$ approaches $T_0$ from below, the root tends to $b'$ and the stated step follows. The ratio of the two limits is
$$\frac{\chi(T_0^-)}{\chi(T_0^+)}=1+\frac{2\kappa g^2}{b'}=\frac{b}{b'}.$$

**Why the soft mode does not cause a divergence.** Keep $P$ and $q=q_1$ as separate variables. For a stable state, eliminating small changes of $q$ gives
$$\frac1\chi=\frac1\kappa-\frac{F_{qP}^2}{F_{qq}},\qquad F_{qP}=-2gq.$$
The stiffness at fixed $P$ is
$$F_{qq}=\alpha+3bu+5du^2-2gP.$$
Equilibrium of $q$ requires $\alpha+bu+du^2=2gP$, so $F_{qq}=2bu+4du^2$ and
$$\frac{F_{qP}^2}{F_{qq}}=\frac{4g^2u}{2bu+4du^2}=\frac{2g^2}{b+2du}.$$
The mode softens as $u$, but the square of its mixing with $P$ also vanishes as $u$. The ratio tends to $2g^2/b$. Above $T_0$ the mixing is absent, which accounts for the discontinuity.

A coupling linear in $q$ behaves differently. Replace the coupling by $-\lambda Pq$, with $q$ now of polar symmetry. In the disordered phase the mixing is $-\lambda$ and the stiffness is $\alpha$, so
$$\frac1\chi=\frac1\kappa-\frac{\lambda^2}{\alpha},\qquad
\chi=\frac{\kappa\alpha}{\alpha-\kappa\lambda^2}=\kappa+\frac{\kappa^2\lambda^2}{a(T-T_1)},$$
with $T_1=T_0+\kappa\lambda^2/a$. Constant mixing with a softening mode produces the Curie-Weiss divergence.

## Second derivation: matching along the transition line

Apply a small fixed field $E>0$. In the disordered phase the terms quadratic in the order parameter are
$$\left(\frac\alpha2-\kappa gE\right)q_1^2+\left(\frac\alpha2+\kappa gE\right)q_2^2.$$
On cooling, $q_1$ becomes unstable first, at
$$T_c(E)=T_0+\frac{2\kappa gE}{a}.$$
For $E<0$ the other component condenses and $E$ is replaced by $|E|$. The field chooses a component but does not choose its sign, so a sharp transition survives. With bilinear coupling the field would act directly on $q$ and remove that sign symmetry.

Let $\Delta$ mean the ordered-phase value minus the disordered-phase value on this line. The entropy density is $S=-\partial F/\partial T$, and $P=-\partial F/\partial E$. At a continuous transition both are continuous, so $\Delta P=0$ and $\Delta S=0$ all along the line. Differentiating these identities along it gives
$$\Delta\chi+T_c'\,\Delta\!\left(\frac{\partial P}{\partial T}\right)=0,\qquad
\Delta\!\left(\frac{\partial S}{\partial E}\right)+T_c'\,\Delta\!\left(\frac{\partial S}{\partial T}\right)=0,$$
where $T_c'=dT_c/dE$. Equality of mixed derivatives of $F$ means $\partial S/\partial E=\partial P/\partial T$. With $C=T\,\partial S/\partial T$ at fixed field, the second relation becomes $\Delta(\partial P/\partial T)=-T_c'\Delta C/T_c$. Substitution in the first gives
$$\Delta\chi=(T_c')^2\frac{\Delta C}{T_c}.$$
A finite slope and a finite heat-capacity jump therefore imply a finite susceptibility step.

Now take $E\to0^+$. The slope is $T_c'=2\kappa g/a$. Just below $T_0$, the leading energy is $\alpha u/2+b'u^2/4$. Its minimum lies at $u=-\alpha/b'$ and has the value $-\alpha^2/(4b')$; the term in $d$ contributes at order $\alpha^3$. Since $C=-T\,\partial^2F/\partial T^2$,
$$\frac{\Delta C}{T_0}=\frac{a^2}{2b'},\qquad
\Delta\chi=\frac{4\kappa^2g^2}{a^2}\,\frac{a^2}{2b'}=\frac{2\kappa^2g^2}{b'}.$$
This is the same step, obtained without differentiating the equation of state with respect to field.

## What each derivation assumes

The first derivation assumes the polynomial energy. In return it gives the susceptibility throughout the ordered phase, identifies the stable domains and shows how softening and mixing cancel.

The matching relation does not assume a quartic or sixth-order form. It requires a continuous transition line, continuous $P$ and $S$, and second derivatives with finite limits on its two sides. By itself it does not supply $T_c'$ or $\Delta C$; the Landau model was used for those. If both were known independently, the relation would predict the step without $b$, $g$ or $\kappa$.

The conditions fail in different ways.

**First-order transition.** If $b'<0$, with $c'>0$, the ordered and disordered phases have equal energy at nonzero $u$. After division by $u$, equality of energy and stationarity read
$$\frac\alpha2+\frac{b'u}{4}+\frac{du^2}{6}=0,\qquad \frac\alpha2+\frac{b'u}{2}+\frac{du^2}{2}=0.$$
Subtraction gives $u=-3b'/(4d)$, and the second equation then gives $\alpha=3b'^2/(16d)$. The root $\sqrt{b'^2-4d\alpha}$ equals $|b'|/2$, so the step is $4\kappa^2g^2/|b'|$. It is still finite, but $P$ jumps and the matching argument no longer applies. If the ordered phase is superheated to $\alpha=b'^2/(4d)$, the root vanishes and its susceptibility diverges.

**Tricritical point.** At $b'=0$,
$$\chi-\kappa=\frac{\kappa^2g^2}{\sqrt{da(T_0-T)}}$$
below $T_0$. The step is infinite, although the susceptibility above $T_0$ is still $\kappa$. The formula $2\kappa^2g^2/b'$ for the step at a continuous transition therefore requires $b'>0$.

**Nonpolar ordered phase.** If $-2b'<c'<0$, the order has $u=v$ and $P=0$. With $w=u-v$ and $uv=(s^2-w^2)/4$, the part of $F$ containing $w$ is $|c'|w^2/8-\kappa gEw$. Its minimum is $w=4\kappa gE/|c'|$, and hence $\chi=\kappa+4\kappa^2g^2/|c'|$. In this model a finite dielectric step does not by itself show that the low-temperature phase is polar.

**Fluctuations.** Add a gradient energy $D(|\nabla q_1|^2+|\nabla q_2|^2)/2$, with $D=aT_0\xi_0^2$. In a field, the uniform stiffnesses above $T_0$ are $\alpha\mp2\kappa gE$. The Gaussian free energy of modes with wave vector $\mathbf k$ is, up to a constant independent of $E$,
$$F_G=\frac{k_BT}{2}\int\!\frac{d^3k}{(2\pi)^3}\ln\!\left[(\alpha+Dk^2)^2-(2\kappa gE)^2\right].$$
Taking $-\partial^2F_G/\partial E^2$ at $E=0$ yields
$$\delta\chi=4\kappa^2g^2k_BT\int\!\frac{d^3k}{(2\pi)^3}\frac1{(\alpha+Dk^2)^2}
=\frac{\kappa^2g^2k_BT}{2\pi D^{3/2}\alpha^{1/2}},$$
because the integral is $1/(8\pi D^{3/2}\alpha^{1/2})$. This correction grows as $(T-T_0)^{-1/2}$.

Below $T_0$, neglect $d$ and the depolarizing fields of the fluctuations. The two stiffnesses are then $m_1=2b'u$ and $m_2=c'u+4\kappa gE$, with $u=(2\kappa gE-\alpha)/b'$. Both are linear in $E$. With the wave-vector cutoff taken to infinity, and apart from terms constant or linear in $m_i$, which do not affect the second derivative, each mode contributes $-k_BTm_i^{3/2}/(12\pi D^{3/2})$ to $F_G$. Hence
$$\delta\chi=\frac{k_BT}{16\pi D^{3/2}}\sum_{i=1,2}\frac{(\partial m_i/\partial E)^2}{\sqrt{m_i}},\qquad
\frac{\partial m_1}{\partial E}=4\kappa g,\quad
\frac{\partial m_2}{\partial E}=2\kappa g\left(2+\frac{c'}{b'}\right).$$
With the stiffnesses $\alpha\mp2\kappa gE$, the same sum reproduces the result above $T_0$. The finite step is therefore a mean-field result, to be used outside a critical window whose width can differ on the two sides. Close to $T_0$ the Gaussian estimate also fails, so it does not determine the final critical law.

## A film in the range of memory capacitors

Take $T_0=700$ K, $a=0.8$ J/(cm³ K), $b=400$, $c=d=100$ J/cm³, $g=6$ MV/cm and $\chi_0=29$. The quantity $g$ is a coupling with the unit of field, not an applied field. Then $\kappa=2.568$ (µC/cm²)/(MV/cm), and
$$b'=400-2(2.568)(6)^2\approx215\ \text{J/cm}^3,\qquad c'\approx470\ \text{J/cm}^3.$$
Both conditions hold. The step is
$$\Delta\chi=\frac{2(2.568)^2(6)^2}{215.1}\approx2.21\ \frac{\text{µC/cm}^2}{\text{MV/cm}}.$$
Division by $\varepsilon_0=\kappa/29=0.0885$ in the same unit gives a permittivity step of 24.9, from 30.0 to 54.9. Numerical minimization of the full energy gives 54.88 at 699.5 K and 30.00 at 700.5 K.

The second route gives the same number. A field of 0.05 MV/cm raises the transition by 1.926 K, so $T_c'=38.5$ K/(MV/cm). With $\Delta C/T_0=0.8^2/(2\times215.1)=0.00149$ J/(cm³ K²), the product $(38.5)^2(0.00149)$ is again about 2.21.

The cancellation is visible in the numbers. Between 650 and 699.5 K, $F_{qq}$ falls from 150 to 1.49 J/cm³, a factor of about 100. The mixing falls by a factor of about 10, from 4.98 to 0.517 MV/cm. Their ratio $F_{qP}^2/F_{qq}$ changes only from 0.166 to 0.180 (MV/cm)/(µC/cm²). By contrast, the bilinear model with $\lambda=3$ MV/cm and the same $a$ and $\kappa$ has permittivity 114 at 10 K above its transition and 868 at 1 K above.

At 300 K, $u=1.01$, $P=15.6$ µC/cm² and $\varepsilon_r=42.8$. The permittivity has fallen from its value just below $T_0$ because the sixth-order term stiffens the ordered phase.

**Comparison with hafnia.** The parameters are round choices in the rough regime of doped hafnia capacitors: permittivity near 30, polarization of order 10 µC/cm² and thickness near 10 nm. The model's 300 K permittivity is somewhat high for such a film. The step of the model is also upward on cooling, whereas the polar orthorhombic phase of hafnia is usually reported with a lower permittivity than the tetragonal phase. The parameters are not fitted to switching either: at 300 K a uniform reversed field brings $P$ to zero at about 4.1 MV/cm and destabilizes the domain at about 4.8 MV/cm, both well above the usual coercive fields of 1 to 2 MV/cm. Real hafnia involves several distinct modes, and its transformation is usually first order, so this example does not establish its mechanism. The size of the step depends strongly on $b'$: changing $b$ alone to 100 J/cm³ gives $b'\approx-85$ J/cm³, makes the model transition first order at 716.9 K and raises the permittivity step to 126. A factor of two in this rise comes from the first-order formula, and the remaining factor of about 2.5 from the smaller $|b'|$.

**Higher coupling.** An allowed term $hP^2s/2$ changes the polarization to $P=\kappa(E+gu)/(1+\kappa hu)$ in the chosen domain. To first order in $h$, it adds $\kappa^2hu(E+gu)^2/2$ to the eliminated energy. At $E=0$ this changes the second derivatives with respect to $E$ and $u$ by amounts that vanish with $u$, so the step at the continuous transition is unchanged. At a first-order transition $u$ does not vanish and the step does change: for $b=100$ J/cm³, $\kappa h=0.2$ moves the transition to 711.2 K and lowers the permittivity step from 126 to 92. Far below $T_0$ it can matter: $\kappa h=0.2$ lowers the 300 K permittivity from 42.8 to 31.3.

**Fluctuations and thickness.** For $\xi_0=0.5$ nm, the bulk Gaussian correction 10 K above $T_0$ is 3.5% of the mean-field step. It reaches 10% at about 1.2 K above $T_0$. Below $T_0$, with $d$ and the depolarizing fields neglected as before, the estimated correction is much larger: about 26% of the step at 10 K, and still about 10% at 60 K. Restoring $d$ and cutting the wave vectors off at $\pi/\xi_0$ lowers these figures to about 24% and 8%, while depolarizing fields raise them. The mean-field permittivity just below $T_0$ is therefore only a rough guide for these parameters. Above $T_0$, the film thickness also matters. The correlation length $\xi_0\sqrt{T_0/(T-T_0)}$ is 4.2 nm at 10 K but about 12 nm at 1.2 K, which exceeds the film thickness, so the bulk estimate of this window is only indicative for the film. If the surfaces pin $q$ to zero, the lowest mode has wave number $\pi/L$, where $L$ is the film thickness. The transition then falls by $T_0(\pi\xi_0/L)^2=17$ K for $L=10$ nm. The changed step height of such a nonuniform film is not calculated here.

**Interface layers.** Put a layer of thickness $\ell=0.5$ nm and permittivity $\varepsilon_i=20$ in series with the film. For total voltage $V$, continuity of $D$ gives
$$E=\frac{V}{L+\ell/\varepsilon_i}-\frac{\ell/\varepsilon_i}{L+\ell/\varepsilon_i}\frac{P}{\varepsilon_0}.$$
The last term adds to $1/\kappa$. Relative to the external field $V/(L+\ell/\varepsilon_i)$, the susceptibility step in units of $\varepsilon_0$ falls from 24.9 to 20.5, while $T_0$ stays fixed because $\alpha$ is unaffected. At 300 K and zero voltage, a single domain has a field of $-0.40$ MV/cm in the film and 7.9 MV/cm in the layer. The latter exceeds a typical bulk breakdown field of a few MV/cm, but it corresponds to only 0.40 V across 0.5 nm, where a bulk limit need not apply. Electrons can, however, tunnel through so thin a layer. Charge injection or domain formation may therefore alter the unscreened single-domain state in a real capacitor.

**Measurement near the transition.** A probe amplitude of 0.05 MV/cm smears the onset over about 1.9 K above $T_0$. Below $T_0$ the opposite half-cycle can destabilize the chosen domain. Setting $\partial F/\partial v=0$ at $v=0$ with the field reversed, and neglecting $d$, shows that this happens within $(2\kappa g|E|/a)(1+2b'/c')\approx3.7$ K of $T_0$. A slow measurement in that range includes domain reversal and can exceed the single-domain permittivity. The limit concerns uniform reversal only. Thermally nucleated domains can reverse further below $T_0$, so staying outside this range does not guarantee a single-domain reading. Ideal thermionic emission from one electrode over a 1.5 eV barrier, with optical permittivity 4 and the free-electron mass, gives a one-way leakage current at 700 K of 0.12% of the displacement current at 1 MHz, both taken at this field amplitude and the latter with the permittivity 54.9 just below $T_0$. For the same field and permittivity the ratio varies inversely with frequency, so at 1 kHz the two currents would be comparable. Across 10 nm this field is only 0.05 V, less than $k_BT/e=0.060$ V, so emission from an identical opposite electrode cancels about 44% of the one-way current and leaves a net leakage near 0.07% at 1 MHz. Defect-assisted leakage is not included. Domain-wall motion could add a further response, also absent from the single-domain step.

## Values computed for the example and the checks

```
Transition temperature T0: 700 K
Landau slope a: 0.8 J/(cm3 K)
Quartic b: 400 J/cm3
Anisotropy c: 100 J/cm3
Sixth-order d: 100 J/cm3
Coupling g: 6 MV/cm
Background susceptibility chi0: 29
kappa: 2.5677 (uC/cm2)/(MV/cm)
b_eff: 215.12 J/cm3
c_eff: 469.75 J/cm3
Permittivity just above T0: 30
Permittivity limit just below T0: 54.922
Permittivity step: 24.922
Susceptibility ratio b/b_eff: 1.8594
Minimized permittivity at 300 K: 42.843
Minimized permittivity at 650 K: 51.484
Minimized permittivity at 699.5 K: 54.879
Minimized permittivity at 700.5 K: 30
Polarization at 300 K: 15.587 uC/cm2
q squared at 300 K: 1.0117
At 650 K: |F_qP| 4.979 MV/cm; F_qq 149.6 J/cm3
  F_qP^2/F_qq: 0.16573 (MV/cm)/(uC/cm2)
At 699.5 K: |F_qP| 0.5172 MV/cm; F_qq 1.488 J/cm3
  F_qP^2/F_qq: 0.17983 (MV/cm)/(uC/cm2)
Bilinear coupling lambda: 3 MV/cm
Bilinear transition T1: 728.89 K
Bilinear permittivity 10 K above T1: 113.77
Bilinear permittivity 1 K above T1: 867.72
First-order case b: 100 J/cm3
First-order transition: 716.88 K
First-order permittivity step: 126.34
Tricritical exponent: -0.5
Nonpolar case c: -600 J/cm3
Nonpolar-phase permittivity step: 46.57
Probe field: 0.05 MV/cm
Probe-field transition shift: 1.9258 K
Film thickness: 10 nm
Correlation amplitude xi0: 0.5 nm
Fluctuation/step, 10 K above T0: 0.035312
Correlation length there: 4.1833 nm
Bulk 10-percent fluctuation window: 1.247 K
Pinned-film lowering of T0: 17.272 K
Biquadratic kappa*h: 0.2
300 K permittivity with h: 31.269
Interface: 0.5 nm, permittivity 20
Susceptibility step with interface: 20.487
300 K field in film, interface case: -0.39744 MV/cm
300 K field in interface: 7.9487 MV/cm
Leakage inputs: 1.5 eV, optical eps 4
Leakage test frequency: 1 MHz
Leakage/displacement current at T0: 0.0012356
```
